# Why lead films on silicon favour two-layer height steps

**Question.** Lead grown on Si(111) at low temperature tends to form flat-topped (111) islands whose heights often differ by two atomic layers. The lattice gives no obvious reason, since every layer is equivalent to the next. Can electrons confined between the silicon and the vacuum explain the preference, and how must the layer spacing compare with half the Fermi wavelength?

**Answer.**

### The mechanism

Lead forms no silicide, so the contact is abrupt and can reflect electrons. Take a free-electron film with two reflecting faces. Motion across the film is quantized and motion along it is free, so each standing wave carries a two-dimensional subband. As the film thickens, the subband bottoms sink. One more of them passes the Fermi level each time the thickness grows by half a Fermi wavelength, $\lambda_F/2=\pi/k_F$, and the energy oscillates with that period.

A crystal can sample this oscillation only at whole layers. What matters is therefore

$$r=\frac{d}{\lambda_F/2}=\frac{k_Fd}{\pi},$$

where $d$ is the layer spacing. If $r$ were an integer, each new layer would bring the film back to the same phase, and no height would be singled out by alternation. If $r$ is near a half-integer, one layer reverses the phase and two restore it. Bilayer preference thus needs $d$ near an odd multiple of $\lambda_F/4$, not $d=\lambda_F/2$.

For an fcc metal with lattice constant $a$ and $Z$ conduction electrons per atom, the density is $n=4Z/a^3$, $k_F=(3\pi^2n)^{1/3}$ and $d=a/\sqrt3$. Hence

$$r=\frac{(12\pi^2Z)^{1/3}}{\sqrt3\,\pi}=\left(\frac{4Z}{\sqrt3\,\pi}\right)^{1/3}.$$

The lattice constant cancels. With $Z=4$ for lead, $r=1.4326$, close to $3/2$: two layers hold almost three half wavelengths.

### The energy of a confined film

Use atomic units, with energies per unit area, at zero temperature. Let hard walls stand a distance $L$ apart, so that $k_j=j\pi/L$ and $\varepsilon_j=k_j^2/2$. A two-dimensional subband has density of states $1/\pi$, spin included. At fixed chemical potential $\mu=k_F^2/2$ it contributes $\int_{\varepsilon_j}^{\mu}(\varepsilon-\mu)\,d\varepsilon/\pi$, so

$$\Omega=-\sum_{\varepsilon_j<\mu}\frac{(\mu-\varepsilon_j)^2}{2\pi}=\sum_{j\ge1}f(j),\qquad f=-\frac{(k_F^2-k^2)^2}{8\pi},\quad k=\frac{j\pi}{L},$$

with $f=0$ for $k>k_F$. Since $f$ is even in $j$, Poisson summation gives

$$\sum_{j\ge1}f(j)=-\frac{f(0)}2+\int_0^\infty f\,dj+2\sum_{s\ge1}\int_0^\infty f\cos(2\pi sj)\,dj .$$

With $dj=(L/\pi)\,dk$ and $\int_0^{k_F}(k_F^2-k^2)^2dk=8k_F^5/15$, the first two terms are

$$\Omega_{\rm sm}=-\frac{Lk_F^5}{15\pi^2}+\frac{k_F^4}{16\pi}.$$

The rest is $-(L/4\pi^2)\sum_sI(2sL)$, where $I(q)=\int_0^{k_F}g\cos(qk)\,dk$ and $g=(k_F^2-k^2)^2$. Integrate by parts. The boundary terms of the first two rounds vanish because $g(k_F)=g'(k_F)=g'(0)=0$ and $\sin 0=0$, which leaves $I=-q^{-2}\int_0^{k_F} g''\cos(qk)\,dk$. Using $g''(k_F)=8k_F^2$ and $g'''=24k$,

$$I(q)=-\frac{8k_F^2\sin qk_F}{q^3}-\frac{24k_F\cos qk_F}{q^4}+\frac{24\sin qk_F}{q^5}.$$

Setting $q=2sL$ gives

$$\Omega_{\rm osc}=\sum_{s\ge1}\left[\frac{k_F^2\sin(2sk_FL)}{4\pi^2L^2s^3}+\frac{3k_F\cos(2sk_FL)}{8\pi^2L^3s^4}-\frac{3\sin(2sk_FL)}{16\pi^2L^4s^5}\right].$$

For $k_FL\gg1$ the first term leads. Its phase $2k_FL$ advances by $2\pi$ when $L$ grows by $\pi/k_F$, as the subband argument requires.

### Keeping the film neutral

The walls cannot sit at the nominal faces of a film of $N$ layers, thickness $D=Nd$. A hard wall pushes electrons away, so that too little charge would fit. The smooth charge is $-\partial\Omega_{\rm sm}/\partial\mu$ at fixed $L$, and with $d\mu=k_F\,dk_F$ neutrality reads

$$\frac{Lk_F^3}{3\pi^2}-\frac{k_F^2}{4\pi}=\frac{k_F^3D}{3\pi^2}
\quad\Rightarrow\quad L=D+\frac{3\pi}{4k_F}.$$

The energy at fixed charge $n_A=k_F^3D/(3\pi^2)$ is the stationary value of $\Omega(\mu')+\mu'n_A$ over $\mu'$. Neutrality makes the smooth part stationary at the bulk $\mu$. Adding $\Omega_{\rm osc}$ then changes the energy by $\Omega_{\rm osc}(\mu)$ to first order. The shift of the Fermi level enters at second order, as $(\partial\Omega_{\rm osc}/\partial\mu)^2/(2\mathcal D)$, where $\mathcal D\approx k_FL/\pi^2$ is the smooth density of states. Since $\partial\Omega_{\rm osc}/\partial\mu$ is of order $k_F/(2\pi^2L)$, this correction is of order $1/(2k_FL)$ relative to the leading oscillation.

The smooth energy is

$$\Omega_{\rm sm}+\mu n_A=\frac{k_F^5D}{10\pi^2}+k_F^4\left(\frac1{16\pi}-\frac1{20\pi}\right)=\frac{k_F^5D}{10\pi^2}+\frac{k_F^4}{80\pi}.$$

This is a bulk term linear in $N$ plus a constant for the two surfaces. What remains is the excess energy. Its phase is $2k_FL=2\pi rN+3\pi/2$, and $\sin(x+3\pi/2)=-\cos x$, so the first harmonic is

$$E_{\rm osc}(N)\approx-A\cos(2\pi rN),\qquad A=\frac{k_F^2}{4\pi^2L^2}.$$

### Which heights survive

Take two equal patches of height $N$ and move one layer from one to the other. Per unit area of one patch, the energy changes by

$$\Delta^2E=E(N+1)+E(N-1)-2E(N).$$

Height $N$ is locally stable if this is positive. Any energy linear in $N$, such as that of a uniform strain, cancels. Over three neighbouring heights treat $A$ as constant. Because $\cos(x+y)+\cos(x-y)=2\cos x\cos y$,

$$\Delta^2E\approx-2A(\cos2\pi r-1)\cos(2\pi rN)=4\sin^2(\pi r)\,A\cos(2\pi rN).$$

The factor $4\sin^2(\pi r)$ states the spacing condition: it vanishes for integer $r$ and reaches 4 for half-integer $r$. For lead it is 3.82.

Now write $r=3/2+\eta$, with $\eta=-0.0674$. For integer $N$,

$$\cos(2\pi rN)=(-1)^N\cos(2\pi\eta N).$$

The first factor is the bilayer alternation. The second is a slow beat that exchanges the favoured parity every $1/(2|\eta|)=7.42$ layers.

The same phase gives the frequency of two-layer steps. Let $x$ be the position, in turns, within the half circle where the cosine is positive, $0\le x<1/2$, and let $\epsilon=|\eta|<1/4$. For negative $\eta$ each layer advances the phase by $1/2-\epsilon$, modulo one turn.

- If $x<\epsilon$, the next layer is already stable.
- If $x\ge2\epsilon$, one layer leaves the half circle, and two layers, a net retreat of $2\epsilon$, return to it.
- If $\epsilon\le x<2\epsilon$, three layers are needed; they bring $x$ to $x+1/2-3\epsilon$, inside the half circle.

Positive $\eta$ is the mirror image. Since $r$ is irrational, the phases fill the circle evenly over many layers. Dividing the three lengths by $1/2$ gives shares $2\epsilon$, $1-4\epsilon$ and $2\epsilon$ for steps of one, two and three layers. For lead the two-layer share is 0.73. Filling the subbands directly, for heights from 5 to 399 layers, also gives 0.73.

### Numbers for lead

With the rough lattice constant 4.95 angstrom, $d=2.858$ angstrom and $k_F=1.5749$ angstrom$^{-1}$, so $\lambda_F/2=1.995$ angstrom. Two layers measure 5.716 angstrom (0.572 nm), against 5.985 angstrom for three half wavelengths. The shortfall of 0.269 angstrom causes the beat.

For seven layers, $L=7\times2.858+1.496=21.50$ angstrom. In ordinary units $k_F^2$ in $A$ becomes $2E_F$, with $E_F=9.449$ eV. Multiplying by the surface cell area, 10.61 angstrom$^2$, gives

$$A=\frac{9.449\times10.61}{2\pi^2\times21.50^2}\approx0.0110\ \text{eV per surface atom}.$$

The phase is $7r=10.028$ turns, whose cosine is 0.984. Hence $E_{\rm osc}\approx-0.0108$ eV and $\Delta^2E\approx3.824\times0.0108=0.041$ eV. The direct subband calculation gives $-0.0108$ and 0.040 eV. Its values at neighbouring heights, in eV per surface atom, are:

| $N$ | excess | $\Delta^2E$ |
|---|---|---|
| 5 | −0.0124 | 0.036 |
| 6 | 0.0102 | −0.044 |
| 7 | −0.0108 | 0.040 |
| 8 | 0.0086 | −0.033 |
| 9 | −0.0048 | 0.022 |

Two patches of eight layers therefore gain 0.033 eV, per surface atom of one patch, by becoming seven and nine. Counted from four layers upward, the locally stable heights are 4, 5, 7, 9, 11, 12, 14, 16, 18, 19 and so on: runs of two-layer steps, interrupted where the parity changes. Below that range the model also makes two layers locally stable. At $N=4$ the first-harmonic formula has the wrong sign. A crossover lies close by, at $1/(4|\eta|)=3.7$ layers, so the leading term is small and the corrections left out of that formula decide.

Two comparisons isolate the cause. If the electron density is held fixed and the spacing is set to $\lambda_F/2$, no height from 20 to 30 layers is locally stable, and the largest $|\Delta^2E|$ there is 0.9 percent of lead's. If instead the lattice is held fixed and the valence is changed, one, two and three electrons per atom give two-layer shares of 0, 0 and 0.22, against 0.73 for four. In this model, the valence of lead together with the fcc(111) spacing produces the effect.

### What local stability does not promise

A height can resist exchange with its neighbours and still lose to a mixture of distant heights. The common-tangent construction on the excess energies from 4 to 30 layers keeps 4, 5 and 30. The two ends are kept by construction, so 5 is the sole interior survivor in this range, for hard walls. With free transport of material among these heights, a film averaging between five and thirty layers would separate into regions of 5 and 30. Neither number is a prediction. The 30 is the upper limit of the range. The thin survivor becomes 2 if two-layer films are admitted, and 7 with the finite walls of the next section. The general feature is that the minima deepen as $1/L^2$ towards thin films, so the construction favours one thin, deep minimum together with the thickest heights allowed. The bilayer sequence therefore requires transport restricted enough for islands to settle in nearby local minima. Island edges, which also cost energy, are left out.

### Softer walls and finite temperature

Real barriers are finite. Let wall $i$ be a step of height $k_i^2/2$ above the band bottom. Matching $\sin(kz+\alpha_i)$ to an exponential with decay constant $\sqrt{k_i^2-k^2}$ gives $\tan\alpha_i=k/\sqrt{k_i^2-k^2}$, or $\alpha_i=\arcsin(k/k_i)$. For steps a distance $L_w$ apart,

$$kL_w+\arcsin\frac{k}{k_1}+\arcsin\frac{k}{k_2}=j\pi .$$

Neutrality again fixes the wall position. The smooth charge is $\int(k_F^2-k^2)\,dj/(2\pi)-k_F^2/(4\pi)$, with $dj/dk$ taken from the line above, so

$$L_w-D=\frac{3\pi^2}{k_F^3}\left[\frac{k_F^2}{4\pi}-\frac1{2\pi^2}\sum_i\int_0^{k_F}\frac{k_F^2-k^2}{\sqrt{k_i^2-k^2}}\,dk\right].$$

Relative to hard walls, the phase at the Fermi level changes by

$$\Delta\varphi=2k_F(L_w-D)+2\sum_i\arcsin\frac{k_F}{k_i}-\frac{3\pi}2 .$$

This does not depend on $N$, so $r$ and the beat length stay the same while the crossovers move. Rough barriers above the Fermi level of 4 eV towards vacuum and 0.5 eV towards silicon give $\Delta\varphi=0.586$ rad. The crossovers move up by $\Delta\varphi/(2\pi|\eta|)\approx1.4$ layers. From four layers upward the stable heights are now 4, 7, 9, 11, 14, 16, 18, 20, 21 and so on, and $\Delta^2E$ at seven layers falls from 0.040 to 0.026 eV. The two-layer share remains close to 0.73.

At temperature $T$, the grand potential is the zero-temperature $\Omega(\mu')$ averaged over $\mu'$ with the weight $-\partial f_{\rm FD}/\partial\mu'$, where $f_{\rm FD}=1/(e^{(\mu'-\mu)/k_BT}+1)$. This weight is a window a few $k_BT$ wide around $\mu$. Near $\mu$ the phase of harmonic $s$ varies as $2sL(\mu'-\mu)/k_F$. The Fourier transform of the window then multiplies that harmonic by $X/\sinh X$, with $X=2\pi sk_BTL/k_F$. At 200 K and seven layers the first-harmonic factor is 0.994. Electronic thermal smearing is negligible here. The mobility of atoms, which also depends on temperature, lies outside the model.

### The model beside the real contact

The lattice constant and 200 K are ordinary values for this system. The observed parity crossovers are spaced by roughly nine layers, against 7.4 here. That number depends on $k_Fd$ alone, and is therefore sensitive both to the parabolic band and to anisotropic strain in the film. For free electrons $k_Fd\propto(d^2/S)^{1/3}$, with $S$ the surface cell area, so an isotropic strain cancels, in-plane compression raises $k_Fd$, and in-plane tension lowers it. Raising $k_F$ by 1 percent at fixed $d$ lengthens the crossover distance to 9.4 layers, and 2 percent lengthens it to 12.9. A small band-structure correction, or a small strain of the sign that raises $k_Fd$, could thus account for the difference, though this calculation does not establish that either does. The silicon barrier is the crudest input. With hard walls, the phase at seven layers changes by one radian over 0.28 eV, so states somewhat below the Fermi level contribute, and some may leak into silicon's valence band. That would change the size and phase of the oscillation by amounts not computed here. Finally, $N$ counts metal layers in the model, not layers above a wetting layer. With the uncertain wall phase, this means that the two-layer rhythm is a firmer prediction than whether odd or even heights are favoured. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant (rough input): 4.95 angstrom
valence electrons per atom: 4
layer spacing d: 2.858 angstrom
Fermi wavenumber: 1.5749 1/angstrom
Fermi energy above band bottom: 9.449 eV
half Fermi wavelength: 1.995 angstrom
period found from energy minima: 1.995 angstrom
ratio r = d/(half wavelength): 1.4326
r - 3/2: -0.0674
two layers: 5.716 angstrom = 0.5716 nm
three half wavelengths: 5.985 angstrom
total hard-wall offset: 1.496 angstrom
surface cell area: 10.610 angstrom^2
sampling factor 4 sin^2(pi r): 3.824
N, excess E, second diff., same with finite walls
  (eV per surface atom)
   4   0.00148   0.01303   0.04858
   5  -0.01235   0.03637  -0.00607
   6   0.01019  -0.04356  -0.01483
   7  -0.01084   0.04044   0.02622
   8   0.00857  -0.03277  -0.02611
   9  -0.00479   0.02183   0.02219
  10   0.00368  -0.01247  -0.01706
  11  -0.00031   0.00248   0.01000
  12  -0.00184   0.00539  -0.00390
locally stable N, 4-30, hard walls: 4 5 7 9 11 12 14 16 18 19 21 23 25 28 30
locally stable N, 4-30, finite walls: 4 7 9 11 14 16 18 20 21 23 25 27 28 30
common-tangent hull, 4-30 (ends included): 4 5 30
share of two-layer steps, model: 0.730
share of two-layer steps, 1-4|r-3/2|: 0.731
share with finite walls: 0.735
crossover distance, formula: 7.42 layers
crossover distance, model: 7.42 layers
d = half wavelength: largest |second diff.| / Pb: 0.0088
valence, r, share of two-layer steps (same lattice)
  1 0.9025 0.000
  2 1.1371 0.000
  3 1.3016 0.220
  4 1.4326 0.730
change of kF, r, crossover distance (layers), share
  1 percent 1.4470 9.43 0.790
  2 percent 1.4613 12.92 0.844
barriers above Fermi level, vacuum and Si (rough): 4.0, 0.5 eV
finite-wall phase change: 0.586 rad
crossover displacement: 1.39 layers
temperature (rough): 200 K
thermal factor at N=7: 0.9938
energy window kF/(2L) at N=7: 0.279 eV
```
